# When direct-current stress rises outward in cylindrical insulation

If the stress in a direct-current cable is calculated as though its insulation were a charge-free capacitor, the largest field is placed at the conductor. In a loaded cable that can be the wrong side of the insulation. For the cable worked out below, the capacitor calculation gives 21.8 kV/mm at the conductor and 12.1 kV/mm at the outer surface, whereas steady conduction gives 9.1 and 23.8 kV/mm. Anyone relying on the first pair would look for the highest steady stress at the wrong interface. What decides the matter is how the conductivity varies with radius.

Let the insulation fill the space $a<r<b$ between two long coaxial electrodes. The inner one is at potential $V>0$ and the outer one at zero, and the field $E$ and current density $J$ are counted positive outward. The system is axisymmetric and far from the cable ends, so that both are purely radial. Conduction is local, $J=\sigma E$, with a positive conductivity $\sigma(r)$; diffusion of carriers is neglected. Conservation of charge reads

$$
\frac{\partial\rho}{\partial t}+\frac1r\frac{\partial}{\partial r}(rJ)=0 ,
$$

where $\rho$ is the charge density. In the steady state the first term vanishes, so $rJ$ does not depend on $r$. The current through a cylinder of radius $r$ and unit length is $I=2\pi rJ$, and therefore

$$
J=\frac{I}{2\pi r},\qquad E(r)=\frac{I}{2\pi r\,\sigma(r)} .
$$

The same current crosses every cylinder. A larger cylinder offers more area, which lowers the field needed to drive it; a lower conductivity raises that field. The two effects compete through the product $r\sigma$. The applied voltage sets the current:

$$
V=\int_a^bE\,dr=\frac{I}{2\pi}\int_a^b\frac{dr}{r\sigma},
\qquad
I=\frac{2\pi V}{\displaystyle\int_a^b dr/(r\sigma)} .
$$

To compare the two effects, take the logarithm of the field,

$$
\ln E=\ln\frac{I}{2\pi}-\ln r-\ln\sigma ,
$$

and differentiate with respect to $\ln r$. The first term is constant, and so

$$
\frac{d\ln E}{d\ln r}=-1-\frac{d\ln\sigma}{d\ln r}.
$$

The right-hand side is positive when, and only when,

$$
\frac{d\ln\sigma}{d\ln r}<-1,
\qquad\text{or equivalently}\qquad
\frac{d\sigma}{dr}<-\frac{\sigma}{r}.
$$

This is the precise meaning of a conductivity that decreases faster than inverse radius: $r\sigma$ must fall outward. It is not enough that $\sigma$ itself falls. If $\sigma\propto r^{-p}$, then $E\propto r^{p-1}$. For $p=1/2$ the conductivity falls outward and so does the stress; for $p=1$ the stress is uniform; for $p=2$ it grows in proportion to the radius. With the opposite polarity $E$ and $I$ change sign, and the same statements hold for $|E|$.

The criterion is local. Consider $\sigma\propto\exp(-r^2/L^2)$, for which

$$
\frac{d\ln\sigma}{d\ln r}=r\,\frac{d}{dr}\left(-\frac{r^2}{L^2}\right)=-\frac{2r^2}{L^2}.
$$

This equals $-1$ at $r=L/\sqrt2$. Inside that radius the stress falls outward, and beyond it the stress rises. With $L=50$ mm the minimum is predicted at 35.36 mm. A numerical solution of current conservation between 25 and 45 mm, which does not use the field formula, puts it at 35.36 mm as well. To compare the two electrodes alone, one needs the ratio $E(b)/E(a)=a\sigma(a)/[b\sigma(b)]$, which does not reveal an extremum between them.

If the permittivity $\varepsilon$ is uniform, a field that departs from $1/r$ requires charge in the insulation. Gauss's law then gives

$$
\rho=\frac{\varepsilon}{r}\frac{d}{dr}(rE).
$$

In the steady state $rE=I/(2\pi\sigma)$, whose derivative is $-(rE)\,d\ln\sigma/dr$. Hence

$$
\rho=-\varepsilon E\,\frac{d\ln\sigma}{dr}.
$$

Where the conductivity falls outward, the charge has the sign of the inner electrode. Expanding the derivative in Gauss's law also gives

$$
\frac{dE}{dr}=\frac{\rho}{\varepsilon}-\frac{E}{r}.
$$

The second term is the geometric spreading of the field lines. The stress rises outward only if the charge outweighs it, $\rho>\varepsilon E/r$. Any smaller positive charge flattens the field without reversing its slope.

In a loaded cable a temperature gradient can supply this variation of conductivity. Let heat $q$ per unit time and unit length flow outward from the conductor, and let the heat produced in the insulation itself be negligible. Fourier's law with constant thermal conductivity $\kappa$ gives

$$
q=-2\pi r\kappa\frac{dT}{dr},
\qquad
\frac{dT}{d\ln r}=-\frac{q}{2\pi\kappa}.
$$

Integration from $a$ to $b$ gives the temperature drop $\Delta T=T(a)-T(b)=q\ln(b/a)/(2\pi\kappa)$. Over a modest range of temperature, take $\sigma\propto e^{\alpha T}$ with constant $\alpha>0$. Then

$$
\frac{d\ln\sigma}{d\ln r}=\alpha\frac{dT}{d\ln r}=-\delta,
\qquad
\delta=\frac{\alpha q}{2\pi\kappa}=\frac{\alpha\,\Delta T}{\ln(b/a)} .
$$

The conductivity is thus a power law, $\sigma\propto r^{-\delta}$, and the field is $E=Cr^{\delta-1}$. The constant follows from the voltage,

$$
V=C\int_a^b r^{\delta-1}dr=\frac{C}{\delta}\left(b^\delta-a^\delta\right),
$$

so that

$$
E(r)=\frac{V\delta\,r^{\delta-1}}{b^\delta-a^\delta}.
$$

The stress rises outward for $\delta>1$, which means

$$
q>\frac{2\pi\kappa}{\alpha}
\qquad\text{or}\qquad
\Delta T>\frac{\ln(b/a)}{\alpha}.
$$

The critical heat flow does not contain the radii, because both the thermal and the electrical problem are governed by the same $1/r$ spreading. The critical temperature drop does contain them.

Three limits show what the formula does. As $\delta\to0$, $b^\delta-a^\delta\to\delta\ln(b/a)$, and the field becomes $V/[r\ln(b/a)]$, that of a charge-free capacitor. At $\delta=1$ it is $V/(b-a)$ everywhere. Since the average of $E$ over the thickness is fixed at this value, no other distribution has a lower peak. For large $\delta$, $(a/b)^\delta$ becomes negligible and the outer stress approaches $V\delta/b$. The cold outer layer then carries most of the voltage, and its stress grows in proportion to the temperature drop.

Conduction in polymers can also depend on the field. Suppose $\sigma\propto\exp(\alpha T+\beta E)$, with $\beta\ge0$ and $E$ denoting the magnitude. The condition that $r\sigma E$ be constant now reads

$$
\ln r+\alpha T+\beta E+\ln E=\text{constant}.
$$

Differentiate with respect to $\ln r$, using $\alpha\,dT/d\ln r=-\delta$ and $dE/d\ln r=E\,d\ln E/d\ln r$:

$$
1-\delta+(1+\beta E)\frac{d\ln E}{d\ln r}=0,
\qquad
\frac{d\ln E}{d\ln r}=\frac{\delta-1}{1+\beta E}.
$$

The threshold stays at $\delta=1$, but the slope is reduced. A region of high stress becomes more conducting and thereby sheds part of its stress. The original criterion still holds if $\sigma(r)$ is understood as the conductivity actually reached at each radius. Numerical solutions for radii of 25 and 45 mm, and of 10 and 30 mm, confirmed the threshold at a mean stress of 16 kV/mm. Both for $\beta=0$ and for $\beta=0.03$ mm/kV, the stress fell outward at half the critical heat flow, was uniform at the critical value to within a relative spread of $10^{-5}$, and rose outward at one and a half times that value.

As an example, take inner and outer radii of 25 and 45 mm, a voltage of 320 kV, a conductor at 70 °C and a drop of 15 K across the insulation. The conductivity is thermally activated, $\sigma\propto\exp[-E_a/(k_BT)]$, with $E_a=1.0$ eV. Its logarithmic derivative with respect to temperature supplies the coefficient, evaluated at the mean temperature of 335.65 K:

$$
\alpha=\frac{E_a}{k_BT^2}=0.103\ \mathrm{K^{-1}}.
$$

With $\ln(45/25)=0.5878$,

$$
\delta=\frac{0.103\times15}{0.5878}=2.63,
\qquad
\Delta T_{\rm crit}=\frac{0.5878}{0.103}=5.7\ \mathrm K .
$$

For $\kappa=0.3$ W/(m K), the heat flow and its critical value are

$$
q=\frac{2\pi\times0.3\times15}{0.5878}=48.1\ \mathrm{W/m},
\qquad
q_{\rm crit}=\frac{2\pi\times0.3}{0.103}=18.3\ \mathrm{W/m}.
$$

The cable is well beyond the threshold. Dividing numerator and denominator of the field formula by $b^\delta$ gives the outer stress,

$$
E(b)=\frac{V\delta}{b\,[1-(a/b)^\delta]}
=\frac{320\times2.629}{45\,(1-0.213)}
=23.8\ \mathrm{kV/mm},
$$

or 0.238 MV/cm. The ratio of outer to inner stress is $(45/25)^{1.629}=2.605$, so the inner stress is 9.1 kV/mm. The mean is $320/20=16$ kV/mm. With a relative permittivity of 2.3, the charge density $\rho=\varepsilon\delta E/r$ is 0.020 C/m³ at the inner radius and 0.028 C/m³ at the outer. These modest densities, spread over 20 mm, suffice to invert the stress.

The charge takes time to collect. Insert Gauss's law into the conservation of charge, with $\varepsilon$ constant:

$$
\frac1r\frac{\partial}{\partial r}
\left[r\left(\varepsilon\frac{\partial E}{\partial t}+\sigma E\right)\right]=0,
\qquad
\varepsilon\frac{\partial E}{\partial t}+\sigma E=\frac{g(t)}{r}.
$$

Here $g/r$ is the sum of displacement and conduction current densities. At constant voltage the integral of $\partial E/\partial t$ over the thickness vanishes, which fixes $g=\int_a^b\sigma E\,dr/\ln(b/a)$. If the voltage is applied suddenly to charge-free insulation, the initial field is $V/[r\ln(b/a)]$, which gives the 21.8 and 12.1 kV/mm quoted at the start.

The local relaxation time is $\varepsilon/\sigma$. For a conductivity of $10^{-14}$ S/m at the conductor it is 0.57 h there and 2.65 h at the colder outer surface. Integrating the equation in time, with the temperature profile already established and held fixed, shows the outer stress overtaking the inner one after about 0.53 h. The outer stress comes within 1% of its final value, and stays there, after about 9 h. At the moment of overtaking, the largest stress lies inside the insulation, near 32.5 mm; it reaches the outer surface only after about 1.5 h. For this field-independent conductivity, the approach to the final stress takes more than three of the longer relaxation times.

The slow charge matters when the voltage changes quickly. During a change much faster than $\varepsilon/\sigma$, the bulk charge stays in place, so the added field is charge-free and equals $\Delta V/[r\ln(b/a)]$. For a reversal from $+V$ to $-V$, $\Delta V=-2V$. Starting from the steady state, the fields just afterwards are

$$
E(a)=9.12-2\times21.78=-34.4\ \mathrm{kV/mm},
$$

$$
E(b)=23.8-2\times12.1=-0.4\ \mathrm{kV/mm}.
$$

The largest stress jumps back to the conductor and exceeds both the switch-on and the steady peak. If the cable is instead grounded quickly, $\Delta V=-V$, and $-12.7$ kV/mm remains at the conductor and $+11.7$ kV/mm at the outer surface, although the voltage is zero. The criterion for steady current says nothing about these moments.

The simplifications can be sized for the same cable. With $\beta=0.03$ mm/kV, the steady stresses become 10.9 kV/mm inside and 20.9 kV/mm outside; the outer value is 12% below that of the field-independent model. If the conductivity is left unchanged at the mean stress of 16 kV/mm, the field dependence also shortens the time for the outer stress to settle within 1% from about 9 h to about 5 h. Using the full activated law in place of $e^{\alpha T}$, without field dependence, gives 9.2 and 24.0 kV/mm, a change of about 1%.

Leakage heating is small here. The current per unit length is $I=2\pi a\sigma(a)E(a)=1.43\times10^{-8}$ A/m, and multiplication by 320 kV gives a heat production of 0.0046 W/m, about $10^{-4}$ of the conductor heat. Even if all of it were released at the conductor, with the outer surface held at its temperature, the insulation's thermal resistance would turn it into a rise of 0.0014 K. The resulting relative change in conductivity, $\alpha$ times this rise, is about $1.5\times10^{-4}$, so thermal feedback is negligible under these conditions. A much more conducting material would need a new estimate.

For diffusion, assume one mobile species whose density follows $\sigma$ and whose diffusion coefficient and mobility have the ratio $k_BT/e$. The ratio of diffusion to drift current is then of size $(k_BT/e)\,\delta/(rE)$, or $3.4\times10^{-7}$ at the conductor. This estimate concerns the smooth bulk profile and does not cover thin layers at the electrodes.

Charge injected and trapped near an electrode is a more serious omission. By Gauss's law, a thin layer of density $\rho_t$ and thickness $d$ changes the field across itself by $\rho_td/\varepsilon$. An illustrative 0.5 C/m³ over 0.1 mm gives 2.5 kV/mm, about a tenth of the outer stress. Charge of the same sign as the adjacent electrode lowers the stress at that electrode, and charge of the opposite sign raises it. The conductivity profile alone does not determine how much is trapped.

The parameters are rough values meant to represent an extruded polyethylene-insulated direct-current cable under substantial load. The voltage, the insulation thickness and the mean stress are of the order used in such cables. The conductivity is much less certain, since it varies by orders of magnitude between compounds and with their treatment. Multiplying it everywhere by one factor leaves the steady stress of this model unchanged, provided leakage heating stays negligible, but divides the relaxation times by that factor. Real cables depart from the assumption of local conduction without injection; the estimates above move the outer stress by some 10%, and stronger trapping would move it further. Their load also varies, and if it changes within the settling time (5 to 9 h for the conductivity assumed here), the stress need not reach the steady distribution.

Against a rough short-time breakdown strength of 100 kV/mm, the steady peak is 24% and the peak after the sudden reversal about 34%. These fractions are not safety margins: strength depends on thickness, duration, temperature and defects, none of which enters the field calculation. What the calculation does supply is the place and size of the steady stress. For a given voltage and geometry, and within the assumptions stated, keeping the conductor heat flow below $2\pi\kappa/\alpha$ prevents the steady stress from rising outward. With the constant $\alpha$ used here, that would mean less than 18.3 W/m, or a temperature drop below 5.7 K. For thermally activated conduction $\alpha$ is larger in colder insulation, so the limit is a few per cent lower if the outer surface stays at 55 °C while the load is reduced. The remaining values are listed in the numerical output.

## Table of computed values

```
Inner radius: 25 mm
Outer radius: 45 mm
Voltage: 320 kV
Conductor temperature: 70 deg C
Insulation temperature drop: 15 K
Activation energy: 1 eV
Conductivity at conductor: 1e-14 S/m
Relative permittivity: 2.3
Thermal conductivity: 0.3 W/(m K)
Mean insulation temperature: 335.65 K
Temperature coefficient alpha: 0.103 1/K
ln(b/a): 0.5878
Conductivity exponent delta: 2.629
Critical temperature drop: 5.706 K
Conductor heat flow: 48.1 W/m
Critical heat flow: 18.3 W/m
Mean stress: 16 kV/mm
Switch-on inner stress: 21.78 kV/mm
Switch-on outer stress: 12.1 kV/mm
Steady inner stress: 9.123 kV/mm
Steady outer stress: 23.76 kV/mm
Steady outer stress converted: 0.2376 MV/cm
Outer/inner steady stress ratio: 2.605
Largest relative field error of formula test: 1.3e-07
Space charge at inner radius: 0.0195 C/m3
Space charge at outer radius: 0.0283 C/m3
Relaxation time at inner radius: 0.566 h
Relaxation time at outer radius: 2.65 h
Time when outer stress exceeds inner: 0.55 h
Time for outer stress to settle within 1%: 8.95 h
Gaussian profile length L: 50 mm
Gaussian profile: numerical stress minimum: 35.36 mm
Gaussian profile: predicted stress minimum: 35.36 mm
Field coefficient beta: 0.03 mm/kV
Inner stress with field-dependent sigma: 10.85 kV/mm
Outer stress with field-dependent sigma: 20.91 kV/mm
Inner stress with Arrhenius sigma: 9.22 kV/mm
Outer stress with Arrhenius sigma: 24.03 kV/mm
Leakage current per length: 1.43e-08 A/m
Leakage heat per length: 0.00459 W/m
Leakage/conductor heat ratio: 9.53e-05
Upper estimate of leakage temperature rise: 0.00143 K
Thermal feedback alpha*rise: 0.000147
Diffusion/drift ratio at inner radius: 3.4e-07
Assumed trapped charge density: 0.5 C/m3
Assumed trapped layer thickness: 0.1 mm
Stress change across trapped layer: 2.46 kV/mm
Rough short-time breakdown strength: 100 kV/mm
Peak stress/breakdown strength: 0.24
```
